# Why second-order perturbation theory diverges in the electron gas, and how rings cure it: test program

```python
# Result under test: for the uniform electron gas the direct second-order energy
# per electron is -A * integral of f(Q) dQ/Q (hartree), f -> 1 as Q -> 0, with
# A = 2(1-ln 2)/pi^2, hence a logarithmic divergence. The sum of all ring terms
# replaces f by g, which vanishes as Q^2 below the Thomas-Fermi wave vector.
# Symbols: Q = q/kF, kappa = qTF/kF, z = q/qTF, u = frequency/(vF q),
# R = static-normalised density response at imaginary frequency,
# rs = electron-sphere radius / Bohr radius. Internal units: hbar = m = e = 1.
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq

LN2 = np.log(2.0)
A = 2 * (1 - LN2) / np.pi**2
PAIR = 2 * (1 - LN2) / 3          # claimed value of the angular pair integral
J = np.pi * PAIR                  # claimed value of the integral of R^2 over u
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
ALPHA = constants.fine_structure


def unit_nodes(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (x + 1), 0.5 * w


S_NODES, S_WEIGHTS = unit_nodes(200)


def response(Q, u):
    """Lindhard response at imaginary frequency, divided by its Q=u=0 value."""
    log_term = np.log1p(2 * Q / ((1 - Q / 2)**2 + u**2))
    angles = np.arctan2(1 + Q / 2, u) + np.arctan2(1 - Q / 2, u)
    return 0.5 * (1 + (1 + u**2 - Q**2 / 4) / (2 * Q) * log_term - u * angles)


def response_on_grid(Q):
    Q = np.atleast_1d(np.asarray(Q, dtype=float))[:, None]
    scale = 1 + Q / 2
    u = scale * S_NODES / (1 - S_NODES)
    du = 2 * scale * S_WEIGHTS / (1 - S_NODES)**2   # factor 2: both signs of u
    return Q, response(Q, u), du


def bare_weight(Q):
    Q, R, du = response_on_grid(Q)
    return np.sum(R**2 * du, axis=1) / J


def ring_weight(Q, kappa):
    Q, R, du = response_on_grid(Q)
    X = kappa**2 * R / Q**2
    series = X**2 - 2 * X**3 / 3 + X**4 / 2
    h = np.where(X < 1e-3, series, 2 * (X - np.log1p(X)))
    return np.sum(h * du, axis=1) * (Q[:, 0] / kappa)**4 / J


def log_integral(weight, Qmin):
    """Integral of weight(Q) dQ/Q from Qmin upwards."""
    t, w = unit_nodes(120)
    total = 0.0
    for lo, hi in ((np.log(Qmin), LN2), (LN2, np.log(300.0))):
        total += (hi - lo) * np.sum(w * weight(np.exp(lo + (hi - lo) * t)))
    return total


def kappa_of(rs):
    kF = (9 * np.pi / 4)**(1 / 3) / rs
    return np.sqrt(4 / (np.pi * kF))


def ring_energy(rs):
    kappa = kappa_of(rs)
    return -A * log_integral(lambda Q: ring_weight(Q, kappa), 1e-4 * kappa)


# --- Second-order formula against an explicit sum over excited determinants
def norm2(a):
    return sum(c * c for c in a)


def diff(a, b):
    return tuple(x - y for x, y in zip(a, b))


def add(a, b):
    return tuple(x + y for x, y in zip(a, b))


points = [p for p in itertools.product(range(-2, 3), repeat=3) if norm2(p) <= 4]
occupied = [p for p in points if norm2(p) <= 1]
empty = [p for p in points if norm2(p) > 1]
empty_set = set(empty)
det_sum = 0.0
empty_pairs = {}
for a, b in itertools.combinations([(p, s) for p in empty for s in (0, 1)], 2):
    empty_pairs.setdefault(add(a[0], b[0]), []).append((a, b))
for i, j in itertools.combinations([(p, s) for p in occupied for s in (0, 1)], 2):
    for a, b in empty_pairs.get(add(i[0], j[0]), []):
        element = 0.0
        if i[1] == a[1] and j[1] == b[1]:
            element += 1 / norm2(diff(a[0], i[0]))
        if i[1] == b[1] and j[1] == a[1]:
            element -= 1 / norm2(diff(b[0], i[0]))
        gap = (norm2(a[0]) + norm2(b[0]) - norm2(i[0]) - norm2(j[0])) / 2
        det_sum -= element**2 / gap
pair_formula = 0.0
for k, p in itertools.product(occupied, repeat=2):
    for a in empty:
        b = diff(add(k, p), a)
        if b in empty_set:
            gap = (norm2(a) + norm2(b) - norm2(k) - norm2(p)) / 2
            vq, vx = 1 / norm2(diff(a, k)), 1 / norm2(diff(b, k))
            pair_formula += (-2 * vq**2 + vq * vx) / gap
assert abs(det_sum - pair_formula) < 1e-9 * abs(det_sum)

# --- Angular pair integral, and the small-q limit of the frequency form
angular = dblquad(lambda y, x: x * y / (x + y), 0, 1, 0, 1)[0]
assert abs(angular - PAIR) < 1e-6
assert abs(bare_weight(1e-4)[0] - 1) < 1e-5


# --- Pair sums over the allowed region of the Fermi sphere at finite q
def pair_sums(Q, nx=40, nr=10):
    s, ws = unit_nodes(nx)
    t, wt = unit_nodes(nr)
    x = (-Q / 2 + (1 + Q / 2) * s**2)[:, None]
    wx = (2 * (1 + Q / 2) * s * ws)[:, None]
    rmin = -Q * x + np.sqrt(1 - Q**2 + Q**2 * x**2)
    r = rmin + (1 - rmin) * t
    W = (2 * np.pi * r**2 * wx * (1 - rmin) * wt).ravel()
    kz = (r * x).ravel()
    kp = (r * np.sqrt(1 - x**2)).ravel()
    cost = Q * kz + Q**2 / 2
    base = W[:, None] * W[None, :] / (cost[:, None] + cost[None, :])
    along = (kz[:, None] + kz[None, :] + Q)**2
    low = along + (kp[:, None] - kp[None, :])**2
    high = along + (kp[:, None] + kp[None, :])**2
    return base.sum(), (base / np.sqrt(low * high)).sum()


for Q in (0.1, 0.8):
    direct, _ = pair_sums(Q)
    assert abs(direct / (4 * np.pi**2 * Q * PAIR) / bare_weight(Q)[0] - 1) < 2e-3

# azimuthal average of 1/|k+p|^2 for two vectors on the unit sphere
xa, ya = 0.3, 0.6
perp = np.sqrt((1 - xa**2) * (1 - ya**2))
azimuth = quad(lambda f: 1 / (2 + 2 * xa * ya + 2 * perp * np.cos(f)), 0, np.pi)[0]
assert abs(azimuth / np.pi - 1 / (2 * (xa + ya))) < 1e-8
# exchange / direct integrand = -(exchange_coeff) Q^2 at small Q
exchange_coeff = 0.5 * 0.5 * (LN2 - 0.5) / PAIR
direct, exchange = pair_sums(0.002)
assert abs(0.5 * exchange / direct / exchange_coeff - 1) < 0.02

# --- Absolute prefactor: one wave vector in a large periodic box
K, qbox, cell = 40, np.array([9, 5, 3]), 0.3
axis = np.arange(-K, K + 1)
gx, gy, gz = np.meshgrid(axis, axis, axis, indexing="ij")
k2 = gx**2 + gy**2 + gz**2
step = 2 * (gx * qbox[0] + gy * qbox[1] + gz * qbox[2]) + int(qbox @ qbox)
inside = k2 <= K * K
values, counts = np.unique(step[inside & (k2 + step > K * K)], return_counts=True)
pair_sum = np.sum(np.outer(counts, counts)
                  / (0.5 * np.add.outer(values, values) * cell**2))
volume = (2 * np.pi / cell)**3
v_box = 4 * np.pi / (cell**2 * float(qbox @ qbox))
box_energy = -2 * v_box**2 * pair_sum / volume**2 / (2 * inside.sum())
Qbox = np.sqrt(float(qbox @ qbox)) / K
box_formula = -A * bare_weight(Qbox)[0] / (4 * np.pi * Qbox**3) / K**3
assert abs(box_energy / box_formula - 1) < 0.01   # lattice graininess

# --- Ring logarithm against diagonalisation of two coupled bosons
levels, w1, w2, g = 30, 0.5, 1.5, 0.7
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
one = np.eye(levels)
number = np.diag(np.arange(levels).astype(float))
density = np.kron(lower + lower.T, one) + np.kron(one, lower + lower.T)
H = w1 * np.kron(number, one) + w2 * np.kron(one, number) + g / 2 * density @ density
boson_shift = np.linalg.eigvalsh(H)[0] - g        # first-order part removed


def ring_integrand(u):
    X = 2 * g * (w1 / (w1**2 + u**2) + w2 / (w2**2 + u**2))
    return (np.log1p(X) - X) / (2 * np.pi)


log_shift = quad(ring_integrand, 0, np.inf)[0]
assert abs(boson_shift - log_shift) < 1e-5

# --- Behaviour far below and far above the Thomas-Fermi wave vector
z = 0.005
small_form = np.pi * z**2 / J * (1 - 4 * z / np.sqrt(3))
assert abs(ring_weight(z * 1e-3, 1e-3)[0] / small_form - 1) < 3e-4
_, R0, du0 = response_on_grid(1e-6)
norm = np.sum(R0**2 * du0)
mean_R = np.sum(R0**3 * du0) / norm
mean_logR = np.sum(R0**2 * np.log(R0) * du0) / norm
z = 20.0
departure = ring_weight(z * 1e-3, 1e-3)[0] / bare_weight(z * 1e-3)[0] - 1
assert abs(departure / (-2 * mean_R / (3 * z**2)) - 1) < 0.01

# --- One screened interaction: logarithm cut exactly at qTF
screened = quad(lambda s: s / (s * s + 1), 0, 1000, limit=200)[0]
assert abs(screened - np.log(1000.0)) < 1e-5

# --- Equivalent sharp cutoff and the logarithmic law
cut = np.exp(0.5 * mean_logR - 0.25)
delta = log_integral(bare_weight, 1e-4) + np.log(1e-4)


def log_law(rs):
    return -A * (delta - np.log(cut * kappa_of(rs)))


for rs, tolerance in ((1e-4, 1e-3), (1e-2, 2e-2)):
    cut_from_energy = np.exp(delta + ring_energy(rs) / A) / kappa_of(rs)
    assert abs(cut_from_energy / cut - 1) < tolerance
slope = (ring_energy(1e-3) - ring_energy(1e-4)) / np.log(10.0)
assert abs(slope / (A / 2) - 1) < 0.01
half_z = brentq(lambda s: ring_weight(s * 1e-4, 1e-4)[0] - 0.5, 0.05, 5.0)

# --- Worked example
rs = 0.1
kF = (9 * np.pi / 4)**(1 / 3) / rs
kappa = kappa_of(rs)
print(f"angular pair integral = {angular:.5f}")
print(f"A = {A:.5f} hartree; A/2 = {A/2:.5f} hartree")
print(f"numerical slope dE/d(ln rs), rs 1e-4 to 1e-3 = {slope:.5f} hartree")
print(f"exchange/direct integrand at small q = -{exchange_coeff:.4f} (q/kF)^2")
print(f"box test: lattice/formula = {box_energy/box_formula:.4f}")
print(f"boson test: diagonalised {boson_shift:.6f}, logarithm {log_shift:.6f}")
print(f"mean R = {mean_R:.4f}; mean ln R = {mean_logR:.4f} (weight R^2)")
print(f"third/second ring order at q = 0.1 qTF: {-2*mean_R/(3*0.01):.2f}")
print(f"sharp cutoff qc/qTF = {cut:.4f}")
print(f"ring integrand is half of A/q at q/qTF = {half_z:.4f}")
print(f"large-q remainder delta = {delta:.4f}")
print(f"log law constant (value at rs=1) = {log_law(1.0):.5f} hartree")
print(f"Example rs = {rs}")
print(f"kF = {kF:.3f} per bohr; qTF = {kappa*kF:.3f} per bohr")
print(f"qTF/kF = {kappa:.4f}; vF/c = {kF*ALPHA:.3f}")
print("q/qTF, q/kF, f (second order), g (rings):")
for z in (0.01, 0.1, 0.3, 1.0, 3.0, 10.0):
    Q = z * kappa
    print(f"  {z:5.2f} {Q:.5f} {bare_weight(Q)[0]:.4f} {ring_weight(Q, kappa)[0]:.5f}")
print("second-order direct energy with lower limit qmin/kF (hartree):")
for Qmin in (1e-1, 1e-2, 1e-3, 1e-4):
    print(f"  {Qmin:.4f} {-A*log_integral(bare_weight, Qmin):.4f}")
print(f"energy step per decade, A ln 10 = {A*np.log(10.0):.4f} hartree")
E_ring = ring_energy(rs)
print(f"second order cut at qTF = {-A*log_integral(bare_weight, kappa):.4f} hartree")
print(f"second order cut at qc = {-A*log_integral(bare_weight, cut*kappa):.4f} hartree")
print(f"ring energy = {E_ring:.4f} hartree = {E_ring*HARTREE_EV:.3f} eV per electron")
print("rs, qTF/kF, ring energy, log law (hartree):")
for r in (1e-4, 1e-2, 0.1, 1.0, 2.0, 5.0):
    print(f"  {r:7.4f} {kappa_of(r):.4f} {ring_energy(r):.4f} {log_law(r):.4f}")
print("tests ok")
```

Printed output:

```
angular pair integral = 0.20457
A = 0.06218 hartree; A/2 = 0.03109 hartree
numerical slope dE/d(ln rs), rs 1e-4 to 1e-3 = 0.03108 hartree
exchange/direct integrand at small q = -0.2360 (q/kF)^2
box test: lattice/formula = 1.0020
boson test: diagonalised -0.236833, logarithm -0.236833
mean R = 0.6509; mean ln R = -0.5507 (weight R^2)
third/second ring order at q = 0.1 qTF: -43.39
sharp cutoff qc/qTF = 0.5914
ring integrand is half of A/q at q/qTF = 0.6022
large-q remainder delta = 0.4129
log law constant (value at rs=1) = -0.07110 hartree
Example rs = 0.1
kF = 19.192 per bohr; qTF = 4.943 per bohr
qTF/kF = 0.2576; vF/c = 0.140
q/qTF, q/kF, f (second order), g (rings):
   0.01 0.00258 1.0000 0.00048
   0.10 0.02576 0.9999 0.03888
   0.30 0.07727 0.9988 0.22541
   1.00 0.25757 0.9865 0.70797
   3.00 0.77272 0.8808 0.84316
  10.00 2.57573 0.1364 0.13621
second-order direct energy with lower limit qmin/kF (hartree):
  0.1000 -0.1689
  0.0100 -0.3120
  0.0010 -0.4552
  0.0001 -0.5984
energy step per decade, A ln 10 = 0.1432 hartree
second order cut at qTF = -0.1104 hartree
second order cut at qc = -0.1428 hartree
ring energy = -0.1440 hartree = -3.920 eV per electron
rs, qTF/kF, ring energy, log law (hartree):
   0.0001 0.0081 -0.3575 -0.3575
   0.0100 0.0815 -0.2145 -0.2143
   0.1000 0.2576 -0.1440 -0.1427
   1.0000 0.8145 -0.0788 -0.0711
   2.0000 1.1519 -0.0618 -0.0495
   5.0000 1.8213 -0.0425 -0.0211
tests ok
```
